# The Slater-Koster table from rotation matrices, with the swap sign: a program that tests the result

```python
"""Slater-Koster two-centre blocks from Wigner rotation matrices.

Result under test, for orbital (l,m) of species A at the origin and (l',m')
of species B at R*n:
    E_mm'(n) = sum_mu D^l_{m mu} conj(D^l'_{m' mu}) V_{l l' |mu|},
with D the rotation taking z to n and V the integrals for a bond along z.
Swap rule: V^{BA}_{l' l mu} = (-1)^(l+l') V^{AB}_{l l' mu}.
The Hamiltonian is H = -nabla^2/2 - Z_A/r_A - Z_B/r_B in atomic units.
Real orbitals are ordered m = -l..l (sine partners first):
p = y, z, x and d = xy, yz, z2, zx, x2-y2.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
P_NAMES = ["y", "z", "x"]
D_NAMES = ["xy", "yz", "z2", "zx", "x2-y2"]
LMAX = 3
NORB = (LMAX + 1) ** 2


def wigner_matrix(l, phi, theta, gamma):
    """exp(-i phi Jz) exp(-i theta Jy) exp(-i gamma Jz), m ascending."""
    m = np.arange(-l, l + 1)
    raising = np.zeros((2 * l + 1, 2 * l + 1), dtype=complex)
    for k in range(2 * l):
        raising[k + 1, k] = np.sqrt(l * (l + 1) - m[k] * (m[k] + 1))
    jy = (raising - raising.conj().T) / 2j
    left = np.diag(np.exp(-1j * phi * m))
    right = np.diag(np.exp(-1j * gamma * m))
    return left @ expm(-1j * theta * jy) @ right


def real_from_complex(l):
    """Columns: real harmonics expanded in Condon-Shortley harmonics."""
    c = np.zeros((2 * l + 1, 2 * l + 1), dtype=complex)
    c[l, l] = 1.0
    for m in range(1, l + 1):
        c[l + m, l + m] = (-1) ** m / np.sqrt(2)
        c[l - m, l + m] = 1 / np.sqrt(2)
        c[l + m, l - m] = (-1) ** m / (1j * np.sqrt(2))
        c[l - m, l - m] = -1 / (1j * np.sqrt(2))
    return c


def wigner_coefficients(l1, l2, n, gamma=0.0):
    """Array [mu, a, b] multiplying V_mu, from the sum of D products."""
    theta = np.arccos(np.clip(n[2], -1, 1))
    phi = np.arctan2(n[1], n[0])
    d1 = wigner_matrix(l1, phi, theta, gamma)
    d2 = wigner_matrix(l2, phi, theta, gamma)
    result = []
    for mu in range(min(l1, l2) + 1):
        total = np.zeros((2 * l1 + 1, 2 * l2 + 1), dtype=complex)
        for s in {mu, -mu}:
            total += np.outer(d1[:, l1 + s], d2[:, l2 + s].conj())
        total = real_from_complex(l1).conj().T @ total @ real_from_complex(l2)
        assert np.max(np.abs(total.imag)) < 1e-11
        result.append(total.real)
    return np.array(result)


def written_pd_table(n):
    """The p-d table, written as polynomials in direction cosines."""
    x, y, z = n
    r3, s, t = np.sqrt(3), x*x + y*y, x*x - y*y
    u = z*z - s/2
    entry = {
        ("x", "xy"): (r3*x*x*y, y*(1 - 2*x*x)),
        ("x", "yz"): (r3*x*y*z, -2*x*y*z),
        ("x", "zx"): (r3*x*x*z, z*(1 - 2*x*x)),
        ("y", "xy"): (r3*y*y*x, x*(1 - 2*y*y)),
        ("y", "yz"): (r3*y*y*z, z*(1 - 2*y*y)),
        ("y", "zx"): (r3*x*y*z, -2*x*y*z),
        ("z", "xy"): (r3*x*y*z, -2*x*y*z),
        ("z", "yz"): (r3*z*z*y, y*(1 - 2*z*z)),
        ("z", "zx"): (r3*z*z*x, x*(1 - 2*z*z)),
        ("x", "x2-y2"): (r3/2*x*t, x*(1 - t)),
        ("y", "x2-y2"): (r3/2*y*t, -y*(1 + t)),
        ("z", "x2-y2"): (r3/2*z*t, -z*t),
        ("x", "z2"): (x*u, -r3*x*z*z),
        ("y", "z2"): (y*u, -r3*y*z*z),
        ("z", "z2"): (z*u, r3*z*s),
    }
    return np.array([[[entry[p, d][k] for d in D_NAMES] for p in P_NAMES]
                     for k in range(2)])


def written_dd_table(n):
    """The d-d table, written as polynomials in direction cosines."""
    x, y, z = n
    r3, s, t = np.sqrt(3), x*x + y*y, x*x - y*y
    u = z*z - s/2
    entry = {
        ("xy", "xy"): (3*x*x*y*y, s - 4*x*x*y*y, z*z + x*x*y*y),
        ("yz", "yz"): (3*y*y*z*z, y*y + z*z - 4*y*y*z*z, x*x + y*y*z*z),
        ("zx", "zx"): (3*z*z*x*x, z*z + x*x - 4*z*z*x*x, y*y + z*z*x*x),
        ("xy", "yz"): (3*x*y*y*z, x*z*(1 - 4*y*y), x*z*(y*y - 1)),
        ("xy", "zx"): (3*x*x*y*z, y*z*(1 - 4*x*x), y*z*(x*x - 1)),
        ("yz", "zx"): (3*x*y*z*z, x*y*(1 - 4*z*z), x*y*(z*z - 1)),
        ("xy", "x2-y2"): (1.5*x*y*t, -2*x*y*t, 0.5*x*y*t),
        ("yz", "x2-y2"): (1.5*y*z*t, -y*z*(1 + 2*t), y*z*(1 + t/2)),
        ("zx", "x2-y2"): (1.5*z*x*t, z*x*(1 - 2*t), -z*x*(1 - t/2)),
        ("xy", "z2"): (r3*x*y*u, -2*r3*x*y*z*z, r3/2*x*y*(1 + z*z)),
        ("yz", "z2"): (r3*y*z*u, r3*y*z*(s - z*z), -r3/2*y*z*s),
        ("zx", "z2"): (r3*z*x*u, r3*z*x*(s - z*z), -r3/2*z*x*s),
        ("x2-y2", "x2-y2"): (0.75*t*t, s - t*t, z*z + t*t/4),
        ("x2-y2", "z2"): (r3/2*t*u, -r3*z*z*t, r3/4*(1 + z*z)*t),
        ("z2", "z2"): (u*u, 3*z*z*s, 0.75*s*s),
    }
    for a, b in list(entry):
        entry[b, a] = entry[a, b]
    return np.array([[[entry[a, b][k] for b in D_NAMES] for a in D_NAMES]
                     for k in range(3)])


def tensor_coefficients(n):
    """p-d and d-d coefficients from traceless tensors Q, tr(Qa Qb)=delta."""
    q = np.zeros((5, 3, 3))
    for k, i, j in ((0, 0, 1), (1, 1, 2), (3, 2, 0)):
        q[k, i, j] = q[k, j, i] = 1 / np.sqrt(2)
    q[2] = np.diag([-1, -1, 2]) / np.sqrt(6)
    q[4] = np.diag([1, -1, 0]) / np.sqrt(2)
    assert np.allclose(np.einsum("aij,bji->ab", q, q), np.eye(5), atol=1e-13)
    qn = q @ n
    a = qn @ n
    p_order = [1, 2, 0]
    sigma = np.sqrt(1.5) * np.outer(n, a)
    pi = np.sqrt(2) * (qn.T - np.outer(n, a))
    pd = np.array([sigma[p_order], pi[p_order]])
    aa, qq = np.outer(a, a), qn @ qn.T
    dd = np.array([1.5 * aa, 2 * (qq - aa), np.eye(5) - 2 * qq + aa / 2])
    return pd, dd


# Species: nuclear charge and one Gaussian exponent for each l = 0..3.
SPECIES = {"A": (1.0, (0.6, 0.5, 0.4, 0.3)), "B": (2.0, (0.5, 0.3, 0.6, 0.4))}


def direct_matrix(left, right, vector, third=None):
    """<left orbital at 0 | H | right orbital at vector>, by integration.

    The atom labels H1, H2 only carry basis functions; the charges enter
    through explicit 1/r integrals. third = (charge, position) is optional.
    """
    basis = {label: [[l, [SPECIES[sp][1][l], 1.0]] for l in range(LMAX + 1)]
             for label, sp in (("H1", left), ("H2", right))}
    position = [float(c) for c in vector]
    mol = gto.M(atom=[["H1", [0.0, 0.0, 0.0]], ["H2", position]],
                basis=basis, unit="Bohr", verbose=0)
    h = np.array(mol.intor("int1e_kin_sph"))
    centres = [(SPECIES[left][0], [0.0, 0.0, 0.0]),
               (SPECIES[right][0], position)]
    if third is not None:
        centres.append(third)
    for charge, place in centres:
        with mol.with_rinv_origin(place):
            h = h - charge * mol.intor("int1e_rinv_sph")
    norm = np.diag(mol.intor("int1e_ovlp_sph"))
    assert np.allclose(norm, 1.0, atol=1e-9)
    order = np.array([0, 2, 3, 1] + list(range(4, NORB)))
    return h[np.ix_(order, NORB + order)]


def block(matrix, l1, l2):
    return matrix[l1*l1:(l1 + 1)**2, l2*l2:(l2 + 1)**2]


def bond_integrals(matrix, l1, l2):
    """V_mu from a z-directed bond; checks the axial selection rule."""
    b = block(matrix, l1, l2)
    low = min(l1, l2)
    v = np.array([b[l1 + mu, l2 + mu] for mu in range(low + 1)])
    expected = np.zeros_like(b)
    for c in range(-low, low + 1):
        expected[l1 + c, l2 + c] = v[abs(c)]
    assert np.allclose(b, expected, atol=1e-9)
    return v


# Written table and tensor formulas against the sum of D products.
rng = np.random.default_rng(7)
directions = [v / np.linalg.norm(v) for v in rng.normal(size=(30, 3))]
directions += [np.array([0., 0., 1.]), np.array([0., 0., -1.]),
               np.array([1., 0., 0.])]
table_error = 0.0
for n in directions:
    pd_sum, dd_sum = wigner_coefficients(1, 2, n), wigner_coefficients(2, 2, n)
    pd_tensor, dd_tensor = tensor_coefficients(n)
    for reference, trial in ((pd_sum, written_pd_table(n)),
                             (dd_sum, written_dd_table(n)),
                             (pd_sum, pd_tensor), (dd_sum, dd_tensor)):
        table_error = max(table_error, np.max(np.abs(reference - trial)))
    assert np.allclose(dd_sum, wigner_coefficients(2, 2, n, 0.83), atol=1e-11)
    for l1 in range(LMAX + 1):
        for l2 in range(LMAX + 1):
            assert np.allclose(wigner_coefficients(l1, l2, -n),
                               (-1)**(l1 + l2) * wigner_coefficients(l1, l2, n),
                               atol=1e-11)
assert table_error < 1e-11

# Direct integrals for a tilted bond against the sum, and the swap rule.
distance = 3.0
n = np.array([2.0, 3.0, 6.0]) / 7.0
z_bond = np.array([0.0, 0.0, distance])
along_z = direct_matrix("A", "B", z_bond)
swapped_z = direct_matrix("B", "A", z_bond)
like_z = direct_matrix("A", "A", z_bond)
tilted = direct_matrix("A", "B", distance * n)
direct_error = swap_error = 0.0
for l1 in range(LMAX + 1):
    for l2 in range(LMAX + 1):
        v = bond_integrals(along_z, l1, l2)
        predicted = np.einsum("k,kab->ab", v, wigner_coefficients(l1, l2, n))
        direct_error = max(direct_error, np.max(np.abs(
            predicted - block(tilted, l1, l2))))
        sign = (-1) ** (l1 + l2)
        swap_error = max(
            swap_error,
            np.max(np.abs(bond_integrals(swapped_z, l2, l1) - sign * v)),
            np.max(np.abs(bond_integrals(like_z, l2, l1)
                          - sign * bond_integrals(like_z, l1, l2))))
assert direct_error < 1e-9 and swap_error < 1e-9

v_pd, v_dd = bond_integrals(along_z, 1, 2), bond_integrals(along_z, 2, 2)
v_dp_swapped = bond_integrals(swapped_z, 2, 1)
v_dp_same_pair = bond_integrals(along_z, 2, 1)
assert abs(v_dp_same_pair[0] + v_pd[0]) > 1e-4   # unlike atoms: labels matter
pd_block, dd_block = block(tilted, 1, 2), block(tilted, 2, 2)

# Direction-independent numbers of a block.
singular = np.linalg.svd(pd_block, compute_uv=False)
expected_singular = np.sort(np.abs([v_pd[0], v_pd[1], v_pd[1]]))[::-1]
assert np.allclose(singular, expected_singular, atol=1e-9)
trace_dd, squares_dd = np.trace(dd_block), np.sum(dd_block**2)
assert abs(trace_dd - (v_dd[0] + 2*v_dd[1] + 2*v_dd[2])) < 1e-9
assert abs(squares_dd - (v_dd[0]**2 + 2*v_dd[1]**2 + 2*v_dd[2]**2)) < 1e-9

# Reverse bond: correct sign gives the transpose, a lost sign does not.
reverse = wigner_coefficients(2, 1, -n)
good_reverse = np.einsum("k,kab->ab", v_dp_swapped, reverse)
bad_reverse = np.einsum("k,kab->ab", v_pd, reverse)
good_gap = np.linalg.norm(good_reverse - pd_block.T)
bad_gap = np.linalg.norm(bad_reverse - pd_block.T)
assert good_gap < 1e-9 and bad_gap > 1e-3
assert np.allclose(np.linalg.svd(bad_reverse, compute_uv=False), singular,
                   atol=1e-9)                    # one-block test misses it

# A third charge off the axis mixes sigma with pi.
third_place = [1.5, 0.0, 1.5]
disturbed = block(direct_matrix("A", "B", z_bond, (1.0, third_place)), 1, 2)
mixing = disturbed[P_NAMES.index("z"), D_NAMES.index("zx")]
assert abs(mixing) > 1e-4

for name in ("A", "B"):
    charge, exps = SPECIES[name]
    print(f"species {name}: charge {charge:.1f} e; exponents s,p,d,f "
          f"{exps} bohr^-2")
print(f"distance {distance:.1f} bohr; direction cosines "
      f"{n[0]:.6f} {n[1]:.6f} {n[2]:.6f}")
for label, value in zip(("sigma", "pi"), v_pd):
    print(f"V_pd {label} (p on A, d on B) = {value:.6f} hartree")
for label, value in zip(("sigma", "pi", "delta"), v_dd):
    print(f"V_dd {label} (A, B) = {value:.6f} hartree")
c_pd = written_pd_table(n)[:, P_NAMES.index("x"), D_NAMES.index("xy")]
c_dd = written_dd_table(n)[:, 0, 0]
for title, c, v, direct in (
        ("x,xy", c_pd, v_pd, pd_block[2, 0]),
        ("xy,xy", c_dd, v_dd, dd_block[0, 0])):
    print(f"{title} coefficients sigma, pi(, delta):",
          " ".join(f"{q:.6f}" for q in c))
    print(f"{title} terms (hartree):", " ".join(f"{q:.6f}" for q in c * v))
    print(f"{title} table sum = {c @ v:.6f} hartree = "
          f"{(c @ v) * HARTREE_EV:.4f} eV")
    print(f"{title} direct integral = {direct:.6f} hartree")
print("direct p-d block (hartree), columns", " ".join(D_NAMES))
for name, row in zip(P_NAMES, pd_block):
    print(f"  {name}:", " ".join(f"{q:.6f}" for q in row))
print("direct d-d block (hartree), columns", " ".join(D_NAMES))
for name, row in zip(D_NAMES, dd_block):
    print(f"  {name}:", " ".join(f"{q:.6f}" for q in row))
print(f"V_dp sigma, d on B at origin, p on A = {v_dp_swapped[0]:.6f} hartree")
print(f"V_dp pi, d on B at origin, p on A = {v_dp_swapped[1]:.6f} hartree")
print(f"V_dp sigma, d on A at origin, p on B = "
      f"{v_dp_same_pair[0]:.6f} hartree")
print("p-d singular values (hartree):", " ".join(f"{q:.6f}" for q in singular))
print(f"d-d trace = {trace_dd:.6f} hartree")
print(f"d-d sum of squares = {squares_dd:.6f} hartree^2")
print(f"reverse-bond mismatch, correct sign = {good_gap:.1e} hartree")
print(f"reverse-bond mismatch, lost sign = {bad_gap:.6f} hartree")
print(f"third charge 1.0 e at {third_place} bohr, bond along z:")
print(f"  z,zx element = {mixing:.6f} hartree (zero without it)")
print(f"largest table error = {table_error:.1e} (no unit)")
print(f"largest error against direct integrals, l,l'<=3 = "
      f"{direct_error:.1e} hartree")
print(f"largest swap-rule error, l,l'<=3 = {swap_error:.1e} hartree")
print("all good")
```

Output:

```
species A: charge 1.0 e; exponents s,p,d,f (0.6, 0.5, 0.4, 0.3) bohr^-2
species B: charge 2.0 e; exponents s,p,d,f (0.5, 0.3, 0.6, 0.4) bohr^-2
distance 3.0 bohr; direction cosines 0.285714 0.428571 0.857143
V_pd sigma (p on A, d on B) = -0.110098 hartree
V_pd pi (p on A, d on B) = 0.178777 hartree
V_dd sigma (A, B) = 0.109394 hartree
V_dd pi (A, B) = 0.115629 hartree
V_dd delta (A, B) = -0.084205 hartree
x,xy coefficients sigma, pi(, delta): 0.060597 0.358601
x,xy terms (hartree): -0.006672 0.064109
x,xy table sum = 0.057438 hartree = 1.5630 eV
x,xy direct integral = 0.057438 hartree
xy,xy coefficients sigma, pi(, delta): 0.044981 0.205331 0.749688
xy,xy terms (hartree): 0.004921 0.023742 -0.063127
xy,xy table sum = -0.034464 hartree = -0.9378 eV
xy,xy direct integral = -0.034464 hartree
direct p-d block (hartree), columns xy yz z2 zx x2-y2
  y: 0.022308 0.066924 -0.125906 -0.057542 -0.064631
  z: -0.057542 -0.096008 0.013602 -0.064005 0.023976
  x: 0.057438 -0.057542 -0.083938 0.114876 0.059071
direct d-d block (hartree), columns xy yz z2 zx x2-y2
  xy: -0.034464 0.039109 -0.037556 0.066855 0.001365
  yz: 0.039109 0.069826 0.014478 0.004809 -0.069312
  z2: -0.037556 0.014478 0.102820 0.009652 0.015648
  zx: 0.066855 0.004809 0.009652 0.065818 0.051669
  x2-y2: 0.001365 -0.069312 0.015648 0.051669 -0.031757
V_dp sigma, d on B at origin, p on A = 0.110098 hartree
V_dp pi, d on B at origin, p on A = -0.178777 hartree
V_dp sigma, d on A at origin, p on B = 0.124628 hartree
p-d singular values (hartree): 0.178777 0.178777 0.110098
d-d trace = 0.172242 hartree
d-d sum of squares = 0.052888 hartree^2
reverse-bond mismatch, correct sign = 5.3e-16 hartree
reverse-bond mismatch, lost sign = 0.551520 hartree
third charge 1.0 e at [1.5, 0.0, 1.5] bohr, bond along z:
  z,zx element = 0.094760 hartree (zero without it)
largest table error = 1.3e-15 (no unit)
largest error against direct integrals, l,l'<=3 = 2.4e-15 hartree
largest swap-rule error, l,l'<=3 = 6.2e-15 hartree
all good
```
